# Surface field in water and its increase by a Stern layer

## One charge, three fields

A flat surface carrying 0.1 C/m² would produce a field of 11.3 V/nm if no dielectric stood between it and its neutralising charge. In water with its bulk relative permittivity of 78, the field is 0.145 V/nm. In a first layer 0.30 nm thick with relative permittivity 6, it is 1.88 V/nm, thirteen times the value in water, although the surface charge is the same. These notes derive the three values, find how far from the surface the estimate holds, and ask what happens when the potential is held fixed instead of the charge.

## The leading estimate

Let the surface lie in a plane, with the solid on its left and the liquid on its right. Its free charge density \(\sigma>0\) is treated as smeared out. A field pointing into the liquid is positive; for negative \(\sigma\) all fields and potentials change sign. No external field is applied, and the ions in the liquid carry the total charge \(-\sigma\) per unit area.

Gauss's law for the displacement \(D\) is applied to a box with one face in the solid and the other far out in the solution. The free charge inside is \(\sigma-\sigma=0\), so \(D\) is the same on both faces. Far out in the solution the field vanishes, hence \(D=0\) in the solid too. Now move the right-hand face to a point between the surface and the nearest ions. The box then contains only \(\sigma\), and

\[
D-0=\sigma .
\]

For a linear dielectric \(D=\varepsilon_0\varepsilon_r E\), so

\[
E=\frac{\sigma}{\varepsilon_0\varepsilon_r}.
\]

There is no factor 1/2. In a uniform dielectric, a lone charged sheet gives \(\sigma/(2\varepsilon_0\varepsilon_r)\) on each side. The ions, with charge \(-\sigma\), give a field of the same size directed towards them. Between surface and ions the two contributions add; behind the surface they cancel.

With \(\varepsilon_w=78\) for water,

\[
E_w=\frac{0.1\ \mathrm{C/m^2}}{(8.854\times10^{-12}\ \mathrm{F/m})(78)}
=1.45\times10^{8}\ \mathrm{V/m}=0.145\ \mathrm{V/nm}.
\]

## The Stern layer at fixed charge

Ions have a finite size and a hydration shell, so their centres cannot reach the surface. The layer they leave free is the Stern layer. It is modelled here as a slab of thickness \(d=0.30\) nm and permittivity \(\varepsilon_S=6\), both chosen parameters. Since it holds no free charge, \(D=\sigma\) throughout it, and

\[
E_S=\frac{\sigma}{\varepsilon_0\varepsilon_S},\qquad
\frac{E_S}{E_w}=\frac{\varepsilon_w}{\varepsilon_S}=\frac{78}{6}=13 .
\]

Thus \(E_S=11.294/6=1.88\) V/nm, or \(1.88\times10^9\) V/m. Just outside the layer, before any ionic charge has been passed, \(D\) is still \(\sigma\) but the permittivity is that of water, so the field drops back to \(E_w\).

The cause is the bound charge. The polarisation next to the surface is

\[
P=D-\varepsilon_0E=\sigma\left(1-\frac1{\varepsilon_r}\right).
\]

It points away from the surface and leaves bound charge \(-P\) there. The net charge at the surface is therefore

\[
\sigma-P=\frac{\sigma}{\varepsilon_r}.
\]

Water leaves 0.0013 C/m² uncancelled, and the Stern layer leaves 0.0167 C/m². The less polarisable layer cancels less of the charge, and the field is larger in the same proportion.

This was tested without using \(D\), by summing the Coulomb fields of large discs carrying all free and bound charges in vacuum, with the polarisation determined self-consistently. The fields and the bound charge at the surface agreed with the formulas to within 0.1%.

## First correction: distance into the solution

Outside the Stern layer, ions screen the charge and the field falls. Let \(x\) be the distance from the layer's outer edge, \(\psi\) the potential relative to bulk solution, \(V_T=kT/e=0.02569\) V at 298.15 K, and \(\phi=\psi/V_T\). For point ions of a 1:1 salt with bulk number density \(n\), mean-field Boltzmann statistics give the charge density

\[
\rho=ne\left(e^{-\phi}-e^{\phi}\right)=-2ne\sinh\phi .
\]

Poisson's equation \(\varepsilon_0\varepsilon_w\psi''=-\rho\) becomes

\[
\phi''=\frac{\sinh\phi}{\lambda^2},\qquad
\lambda^2=\frac{\varepsilon_0\varepsilon_w kT}{2ne^2},
\]

where \(\lambda\) is the Debye length. Multiply by \(\phi'\) and integrate from the bulk, where \(\phi=\phi'=0\):

\[
\tfrac12\phi'^2=\frac{\cosh\phi-1}{\lambda^2}=\frac{2\sinh^2(\phi/2)}{\lambda^2}.
\]

The potential falls outwards, so the negative root applies, and

\[
E=-V_T\phi'=\frac{2V_T}{\lambda}\sinh\frac{\phi}{2}.
\]

At \(x=0\) the field is \(E_w\). With \(\phi_d\) the value of \(\phi\) there, this gives

\[
\sinh\frac{\phi_d}{2}=s,\qquad
s=\frac{\lambda E_w}{2V_T}=\frac{\lambda\sigma}{2V_T\varepsilon_0\varepsilon_w},
\]

which is the Grahame relation. The slope of the field at the edge is

\[
E'(0)=-V_T\phi''(0)=-\frac{V_T}{\lambda^2}\sinh\phi_d
=-\frac{2V_T}{\lambda^2}\,s\sqrt{1+s^2},
\]

because \(\sinh\phi_d=2\sinh(\phi_d/2)\cosh(\phi_d/2)\). Dividing by \(E_w=2V_Ts/\lambda\) gives the estimate with its first correction:

\[
E(x)\simeq E_w\left(1-\frac{x}{\ell}\right),\qquad
\ell=\frac{\lambda}{\sqrt{1+s^2}},\qquad x\ll\ell .
\]

For 0.1 mol/L salt, \(\lambda=0.959\) nm and

\[
s=\frac{0.959\times0.1448}{2\times0.02569}=2.70,\qquad
\ell=\frac{0.959\ \mathrm{nm}}{\sqrt{1+2.70^2}}=0.33\ \mathrm{nm}.
\]

The field falls to about half its edge value within a third of a nanometre, faster than the Debye length suggests, because the strongly charged surface crowds ions near the edge. At \(x=0.05\) nm the correction is \(-15\%\) of \(E_w\). The next term follows from \(E''=E\cosh\phi/\lambda^2\) and \(\cosh\phi_d=1+2s^2\). It is \(+(1+2s^2)x^2/(2\lambda^2)\) relative to \(E_w\), or about \(+2\%\) at this distance. The value 0.145 V/nm thus belongs to the immediate edge of the solution, not to the whole double layer.

## The potential at fixed charge

The Stern layer adds the drop \(E_Sd=1.882\times0.30=0.565\) V. The diffuse layer adds

\[
\psi_d=2V_T\,\operatorname{arsinh}s .
\]

For large \(s\), \(\sqrt{1+s^2}\simeq s+1/(2s)\), so

\[
\operatorname{arsinh}s=\ln\left(s+\sqrt{1+s^2}\right)
\simeq\ln\left[2s\left(1+\frac1{4s^2}\right)\right]
\simeq\ln 2s+\frac{1}{4s^2}.
\]

With \(s=2.702\) this gives \(\psi_d=0.0514\,(1.687+0.034)=0.088\) V, in agreement with the full expression. The total is \(0.565+0.088=0.653\) V.

Diluting the salt tenfold multiplies \(\lambda\), and hence \(s\), by \(\sqrt{10}\). The leading term then raises \(\psi_d\) by \(V_T\ln10=0.0592\) V. The correction changes this by

\[
\frac{2V_T}{4s^2}\left(\frac1{10}-1\right)=-0.0016\ \mathrm{V},
\]

giving 0.0576 V. The full values, 0.14603 V and 0.08837 V, differ by 0.0577 V.

Salt therefore changes the potential but not the surface field at fixed \(\sigma\). This was tested by solving the Poisson–Boltzmann equation on a grid, with the wall potential prescribed and zero potential far away, so that the charge was a result. At both salt concentrations the ion charge came out as \(-0.100\) C/m² and the wall field as 1.88 V/nm.

## The second case: fixed potential

An electrode may be held at a given potential \(\psi_0\) relative to the solution, measured here from the potential at which it is uncharged. Its charge then adjusts to the layer:

\[
\psi_0=E_Sd+2V_T\operatorname{arsinh}s,\qquad
s=\frac{\lambda\,\varepsilon_SE_S}{2V_T\,\varepsilon_w},
\]

where \(\sigma=\varepsilon_0\varepsilon_SE_S\) has been inserted. If \(\varepsilon_S\) is lowered at constant \(E_S\), the right-hand side falls below \(\psi_0\), so \(E_S\) must rise to restore it. The Stern drop is then larger and the diffuse drop smaller. Since the diffuse drop increases with \(\sigma\), the charge has fallen. The field rises, but by less than the ratio of permittivities.

For small \(s\), \(\operatorname{arsinh}s=s+O(s^3)\), and the diffuse drop is

\[
2V_Ts=\frac{\lambda\varepsilon_S}{\varepsilon_w}E_S=\delta\,E_Sd,\qquad
\delta=\frac{\varepsilon_S\lambda}{\varepsilon_wd}.
\]

Hence \(\psi_0=E_Sd(1+\delta)\) up to terms of order \(\delta^3\), because \(s\) is proportional to \(\delta E_S\). Expanding,

\[
E_S=\frac{\psi_0}{d}\left(1-\delta+\delta^2+\dots\right),
\]

for fixed \(\psi_0\) and \(\delta\to0\). The term neglected in \(\psi_0/(E_Sd)\) is \(-\delta^3(\psi_0/2V_T)^2/6\) to leading order, so the series needs \(s\simeq\delta\psi_0/(2V_T)\) to be small, not \(\delta\) alone. The leading term says that a layer of very low permittivity takes the whole potential. The first correction is the share lost to the diffuse layer.

As an example, start from a Stern layer with the permittivity of water and \(\sigma=0.1\) C/m². The total potential is then \(0.0434+0.0884=0.1318\) V. Hold it there and lower \(\varepsilon_S\) to 6. The parameter is

\[
\delta=\frac{6\times0.959}{78\times0.30}=0.246 .
\]

| Approximation | \(E_S\) (V/nm) | Error relative to full solution |
|---|---:|---:|
| Leading term | 0.439 | +24% |
| With first correction | 0.331 | −7% |
| Full solution | 0.355 | – |

The next term, \(\delta^2\psi_0/d=0.027\) V/nm, is slightly larger than the remaining gap of 0.024 V/nm, so including it would leave a small error of the opposite sign. This closeness belongs to the low potential chosen: at the same \(\delta\) and \(\psi_0=0.65\) V the estimate with the first correction is 13% low, and still 6% low with the \(\delta^2\) term.

The charge falls to 0.0189 C/m², so the field increases by a factor of \(13\times0.1888=2.45\), not by a factor of 13. The grid solution confirmed this charge and field. The factor of thirteen is a statement about fixed charge.

## Where the estimate fails

The least certain input is \(\varepsilon_S\). At fixed charge, values of 10, 15 and 30 give 1.13, 0.75 and 0.38 V/nm. The increase is robust as long as \(\varepsilon_S<\varepsilon_w\), but its size is known no better than \(\varepsilon_S\).

A constant permittivity is itself doubtful in such fields. For a dipole moment \(p=6\times10^{-30}\) C m, roughly that of a water molecule, \(pE/kT\) is 0.21 in the water field and 2.7 in the Stern field. The field acting on a molecule differs from the averaged field, so these are orders of magnitude. They do indicate that the response in the Stern layer need not be linear. In the water just outside it, too, the permittivity may lie below the bulk value of 78. The field there is then above 0.145 V/nm, and for the same \(\varepsilon_S\) the ratio of the two fields is below thirteen. Booth's saturation formula, solved with \(D=\sigma\), gives a permittivity of roughly 50 to 70, a field of 0.16 to 0.21 V/nm and a ratio of about 9 to 12, depending on the local-field factor adopted. The relation \(E=(\sigma-P)/\varepsilon_0\) survives, but \(P\) must then come from a better model.

If the charge sits on separate ionised groups, 0.1 C/m² means 0.62 elementary charges per nm², with a mean spacing of 1.27 nm. This exceeds the thickness of the Stern layer, so the field there varies strongly along the surface and \(E_S\) is its lateral average. On a metal the charge is not tied to separate groups, so the smeared picture is more suitable, although nearby ions can still make the charge uneven.

The point-ion model affects \(\ell\) and \(\psi_d\). It puts 3.1 mol/L of counterions at the edge of the Stern layer, and a lattice-gas model with hydrated ions 0.66 nm in size changes \(\ell\) to 0.43 nm and \(\psi_d\) to 0.095 V. The point-ion assumption does not affect \(E_S\) at fixed charge, which requires overall neutrality, no applied field and no ionic charge inside the layer. If ions adsorb within it, \(\sigma\) must be replaced by the free charge between the solid and the point considered. Adsorbed counterions then lower the field beyond them, and reverse it if their charge exceeds that of the surface.

The numerical output below lists the inputs and the main results. The values of \(s\), \(\ell\), \(\delta\) and the series estimates follow from them through the formulas above.

## Values computed for the example and the checks

```
INPUTS
surface charge density: 0.100 C/m^2
relative permittivity, water: 78
relative permittivity, Stern layer: 6
Stern thickness: 0.30 nm
temperature: 298.15 K
vacuum permittivity: 8.8542e-12 F/m
thermal voltage kT/e: 0.02569 V
FIELDS AT FIXED CHARGE
field with no dielectric: 11.294 V/nm
field in water: 0.1448 V/nm = 1.448e+08 V/m
field in Stern layer: 1.8823 V/nm = 1.882e+09 V/m
ratio Stern/water: 13.00
bound wall charge, water (disc sum): -0.09872 C/m^2
bound wall charge, Stern (disc sum): -0.08333 C/m^2
net wall charge, water: 0.00128 C/m^2
net wall charge, Stern: 0.01667 C/m^2
SENSITIVITY TO STERN PERMITTIVITY
eps_S 6: field 1.882 V/nm, drop 0.565 V
eps_S 10: field 1.129 V/nm, drop 0.339 V
eps_S 15: field 0.753 V/nm, drop 0.226 V
eps_S 30: field 0.376 V/nm, drop 0.113 V
POTENTIALS AT FIXED CHARGE
Stern drop, eps_S = 6: 0.5647 V
Stern drop, water-like layer: 0.0434 V
salt 0.10 mol/L: Debye length 0.959 nm
  diffuse potential: 0.0884 V
  total potential: 0.6531 V
  grid wall field: 1.8823 V/nm
  grid field just outside Stern layer: 0.1448 V/nm
  grid ion charge: -0.10000 C/m^2
salt 0.01 mol/L: Debye length 3.032 nm
  diffuse potential: 0.1460 V
  total potential: 0.7107 V
  grid wall field: 1.8824 V/nm
  grid field just outside Stern layer: 0.1447 V/nm
  grid ion charge: -0.10000 C/m^2
FIXED POTENTIAL, 0.1 mol/L
held total potential: 0.1318 V
charge after lowering eps_S to 6: 0.01888 C/m^2
Stern field then: 0.3554 V/nm
increase over water-like layer: 2.45 times
upper bound potential/thickness: 0.4394 V/nm
LIMITS OF THE MODEL
elementary charges per area: 0.624 per nm^2
mean charge spacing: 1.266 nm
dipole moment used: 6.0e-30 C m
dipole energy / kT in water field: 0.211
dipole energy / kT in Stern field: 2.744
```
